Equal conductance and capacitance-derivative peaks in single-time-constant MOS inversion, part 1

(Sections cited here and not found follow in the second part.)

## 1. The single-relaxation result

### Scaling and symmetry

A linear response with one relaxation time τ can depend on angular frequency ω only through the dimensionless product x = ωτ. Let C_m and G_m be the parallel capacitance and conductance of a MOS capacitor, both per unit area. The quantities

G_m/ω  and  D = −dC_m/d ln ω

are both capacitances per area, because ln ω changes by a pure number. If the capacitance falls by ΔC between low and high frequency, each curve must therefore be ΔC times a function of x.

A symmetry fixes the position of the peaks. For one exponential relaxation, derived below, the fraction of ΔC that still follows the gate in phase is 1/(1+x²). Replacing x by 1/x changes this fraction into x²/(1+x²), which is one minus its former value. On the axis s = ln x, the capacitance step is thus antisymmetric about its midpoint, and its slope is even in s. The loss, proportional to x/(1+x²), is also unchanged by x → 1/x. Both curves are stationary at s = 0, or ω = 1/τ. Symmetry does not fix their heights; those require the coefficients.

### From one relaxation time to an admittance

Time dependence is exp(jωt), and the admittance per area is

Y = G_m + jωC_m.

Dividing by jω, and using 1/j = −j, gives the complex capacitance

C* = Y/(jω) = C_m − jG_m/ω.

A passive loss therefore appears as a negative imaginary part of C*.

Suppose that part of the gate charge follows the gate voltage V at once, with capacitance C_HF, while a second part Q_r relaxes to its final value ΔC V with time constant τ:

τ dQ_r/dt + Q_r = ΔC V.

For a small sinusoidal voltage, the derivative becomes multiplication by jω. Hence

Q_r = ΔC V/(1+jωτ),

C* = C_HF + ΔC/(1+jωτ).   (1)

The low-frequency capacitance is C_LF = C_HF + ΔC. Equation (1) is the meaning of "single time constant" here. ΔC, C_HF and τ must not vary with frequency.

### The strong-inversion circuit

Take a p-type semiconductor, so that electrons are the minority carriers. The oxide capacitance C_ox joins the gate to the semiconductor surface. From the surface to the bulk there are two parallel paths. One is the depletion capacitance C_D. The other is the inversion-layer capacitance C_I in series with a conductance G, through which generation and diffusion supply the electrons. All elements are per unit area.

The minority path has impedance 1/(jωC_I) + 1/G. Inverting it and dividing by jω gives its complex capacitance:

C_I/(1+jωC_I/G).

With a = jωC_I/G, the semiconductor has complex capacitance

K = C_D + C_I/(1+a) = [C_D(1+a) + C_I]/(1+a).

In series with the oxide,

C* = C_ox K/(C_ox+K).

Multiplying numerator and denominator by 1+a gives

C* = C_ox[C_D + C_I + aC_D]/[S + a(C_ox+C_D)],

S = C_ox + C_D + C_I.

Divide both by S and define

τ = C_I(C_ox+C_D)/(GS).

The denominator becomes 1+jωτ. The two terms of the numerator become C_LF and jωτ C_HF, where

C_LF = C_ox(C_D+C_I)/S,

C_HF = C_oxC_D/(C_ox+C_D).

Therefore

C* = (C_LF + jωτ C_HF)/(1+jωτ) = C_HF + (C_LF−C_HF)/(1+jωτ),

which is equation (1). The height of the step follows by subtraction:

ΔC = C_ox[(C_D+C_I)(C_ox+C_D) − C_D S]/[S(C_ox+C_D)].

In the bracket, the terms C_DC_ox, C_D² and C_DC_I cancel, leaving C_IC_ox. Thus

ΔC = C_ox²C_I/[(C_ox+C_D)S].   (2)

The inverse time constant is

1/τ = G[1/C_I + 1/(C_ox+C_D)].   (3)

Strong inversion, as a circuit limit, means C_I ≫ C_ox+C_D. Then

ΔC → C_ox²/(C_ox+C_D),

1/τ → G/(C_ox+C_D).   (4)

At low frequency the inversion layer follows the gate and screens the depletion region, so C_m approaches C_ox in this limit. At high frequency its charge cannot follow, and C_m approaches the series value C_HF. The limit sets the size of the step and its frequency. The single-pole form itself does not need it.

Finite C_I lowers ΔC by the factor 1/(1+z) and raises 1/τ by the factor 1+z, where z = (C_ox+C_D)/C_I. Their product is unchanged:

ΔC/τ = G[C_ox/(C_ox+C_D)]².   (5)

This is also the conductance approached at high frequency. The square contains two voltage-divider factors: one sets the voltage across G, the other the share of its current seen at the gate.

### Proof of equal height and frequency

Rationalize the relaxation factor in equation (1):

1/(1+jx) = (1−jx)/(1+x²).

The real and negative imaginary parts of C* are

C_m = C_HF + ΔC/(1+x²),

G_m/ω = ΔC x/(1+x²).   (6)

At fixed τ, d ln ω = dx/x, so d/d ln ω = x d/dx. Since

d[1/(1+x²)]/dx = −2x/(1+x²)²,

the definition of D gives

D = 2ΔC x²/(1+x²)².   (7)

Squaring the conductance curve in (6) and comparing it with (7) gives

D = (2/ΔC)(G_m/ω)².   (8)

For positive x and ΔC, D increases whenever G_m/ω increases. The two curves must have their maxima at the same frequency. To locate it, use

1 + x² − 2x = (1−x)² ≥ 0.

Division by 2(1+x²) gives x/(1+x²) ≤ 1/2, with equality at x = 1 alone. Hence

max(G_m/ω) = ΔC/2,

max D = (2/ΔC)(ΔC/2)² = ΔC/2,

ω_m = 1/τ.   (9)

This proves the equality. In the strong-inversion limit the common height is C_ox²/[2(C_ox+C_D)].

The maximum is that of G_m/ω, not of G_m. From (6), G_m = (ΔC/τ)x²/(1+x²), which rises steadily to the plateau in (5). At ω_m it has half its plateau value.

### Shapes and sampling

With s = ln x, equations (6) and (7) become

G_m/ω = (ΔC/2) sech s,

D = (ΔC/2) sech² s.   (10)

The curves meet at s = 0, and D is the lower curve at every other finite frequency. For the half-height points of G_m/ω, sech s = 1/2 requires x+1/x = 4, so

x = 2 ± √3.

For D, sech² s = 1/2 requires x+1/x = 2√2, so

x = √2 ± 1.

The upper and lower half-height frequencies have a ratio of about 13.9 for G_m/ω and 5.83 for D.

The logarithm must be natural. A derivative with respect to log₁₀ω is larger by ln 10 ≈ 2.303. Replacing ω by f = ω/2π leaves the logarithmic derivative unchanged, but the conductance must still be divided by ω, not by f.

A derivative from sampled data has a bias that can be calculated. Since 1/(1+e^(2s)) = (1−tanh s)/2, the capacitance is

C_m = C_HF + (ΔC/2)(1−tanh s).

A central difference with points at ±δ about the peak gives

D_δ = [C_m(−δ) − C_m(δ)]/(2δ) = (ΔC/2) tanh(δ)/δ.

For small δ this is lower than the true height by a fraction δ²/3. Ten points per decade have spacing δ = 0.230, and the difference across two such intervals is about 1.7% low. A smaller δ reduces this bias but amplifies noise: independent errors of standard deviation σ in the two capacitances give a standard deviation σ/(√2 δ) in D_δ.

### What equality says about a spread of times

A passive network of capacitors and conductances, with no dc path to the gate, gives a sum of relaxations with non-negative weights. To show this, let v be the vector of internal node voltages and V the gate voltage. Charge balance at the nodes is

(G_N + jωK_N)v = jωkV.

Here K_N and G_N are the symmetric capacitance and conductance matrices, and k contains the couplings to the gate. K_N is taken as positive definite; G_N has no negative eigenvalues but may have zero ones. Choose modes e_r that satisfy

e_rᵀK_Ne_t = δ_rt,

e_rᵀG_Ne_t = δ_rt/τ_r.

Here δ_rt is 1 for r = t and 0 otherwise. Such modes exist because K_N is positive definite and both matrices are symmetric. Expand v in these modes and write k_r = e_rᵀk. The coefficient of each mode is

Vk_r jωτ_r/(1+jωτ_r).

A mode with 1/τ_r = 0 has the coefficient Vk_r at every frequency. The MOS circuit above has one such mode, because no conductance reaches its surface node. Such a mode changes only the constant part of C*, and it is left out of the last sum below.

The gate charge is K_gV−kᵀv, where K_g is the total capacitance attached to the gate. Using jωτ_r/(1+jωτ_r) = 1−1/(1+jωτ_r), one finds

C* = K_g − Σk_r² + Σk_r²/(1+jωτ_r).

The weights k_r² cannot be negative. For a continuous spectrum, write the weight as w(λ), where λ is ln τ with τ in the time unit that makes ω dimensionless. Then

G_m/ω = ½∫w(λ) sech(ln ω+λ)dλ,

D = ½∫w(λ) sech²(ln ω+λ)dλ.   (11)

Because 0 < sech s ≤ 1,

G_m/ω − D ≥ 0.

At a finite frequency the difference vanishes only if all the weight has τ = 1/ω. Now let D have its maximum at ω_D. Then

max D = D(ω_D) ≤ (G_m/ω)(ω_D) ≤ max(G_m/ω).

Equal maxima turn both inequalities into equalities, and so require one time constant. Equal peak heights are therefore sufficient evidence of one relaxation within this class of networks, for ideal data. Equal peak frequencies alone are not: a spectrum that is symmetric in ln τ and falls away from its centre puts both peaks at that centre.

For a Gaussian spectrum in ln τ with standard deviation 1, the height of G_m/ω is 1.22 times that of D. For a narrow symmetric spectrum of standard deviation σ_τ, expansion about the centre gives sech s ≈ 1−s²/2 and sech² s ≈ 1−s². The height ratio is then approximately 1+σ_τ²/2. A ratio of 1.01 corresponds to σ_τ ≈ 0.14, provided that measurement errors are smaller than 1%.

The areas are less selective. The integral of sech s is [2 arctan(eˢ)] = π, and that of sech² s is [tanh s] = 2, both taken from −∞ to ∞. For any non-negative spectrum of finite total weight,

∫(G_m/ω)d ln ω = (π/2)∫D d ln ω.   (12)

The area ratio π/2 therefore holds for one time constant and for many. It can expose inconsistent capacitance and conductance data over a sufficiently wide frequency range, but it cannot distinguish a single relaxation from a spread. For a spectrum that is flat over many units of ln τ, (11) gives local values πw/2 and w, and the ratio of the curves themselves approaches π/2.

## 2. Device parameters, example and limits

### Symbols and results carried forward

C_m and G_m are the measured parallel capacitance and conductance per area, and D = −dC_m/d ln ω. The circuit contains oxide, depletion and inversion capacitances C_ox, C_D and C_I, and the minority-supply conductance G. The low- and high-frequency capacitances differ by ΔC. The common peak has height h = ΔC/2 and angular frequency ω_m = 1/τ. With z = (C_ox+C_D)/C_I,

h = C_ox²/[2(C_ox+C_D)(1+z)],

ω_m = G(1+z)/(C_ox+C_D).   (13)

The strong-inversion limit is z → 0. Away from the peak, D = (2/ΔC)(G_m/ω)².

### Electrostatics at the bias point

Let ψ be the potential relative to the neutral p-type bulk, V_T = k_BT/q, and u = ψ/V_T. The charge of an electron is −q, and ε_s is the semiconductor permittivity. For full acceptor ionization and Boltzmann statistics,

p = N_A e^(−u),

n = n_0 e^u,  n_0 = n_i²/N_A.

The bulk hole density is set equal to N_A, since n_0 is much smaller. The charge density that vanishes in the bulk is

ρ = q[N_A(e^(−u)−1) − n_0(e^u−1)].

The field is E = −dψ/dx, with x now denoting depth. Poisson's equation gives dE/dx = ρ/ε_s. Since dE/dx = −E dE/dψ, integration from the bulk gives

E² = (2qN_AV_T/ε_s)[e^(−u)+u−1 + (n_i/N_A)²(e^u−u−1)].   (14)

At the surface, continuity of displacement sets ε_sE_s = ε_oxF_ox, where F_ox is the oxide field. Equation (14) then determines the surface potential ψ_s.

In the depletion approximation, the magnitude of the depletion charge is

Q_B = [2qε_sN_A(ψ_s−V_T)]^(1/2).

Differentiation with respect to ψ_s gives

C_D = qN_Aε_s/Q_B.

For the total semiconductor charge Q_s = ε_sE_s, the terms e^(−u), and u and 1 multiplied by (n_i/N_A)², are negligible at the surface. Equation (14) becomes

Q_s² = Q_B² + 2qN_Aε_sV_T(n_i/N_A)²e^(u_s).

Differentiating, and replacing the exponential term by Q_s²−Q_B², gives

dQ_s/dψ_s = [2qN_Aε_sV_T + Q_s² − Q_B²]/(2V_TQ_s).

C_I is defined as this total capacitance minus C_D. The circuit then has the correct quasi-static limit. Its high-frequency value remains approximate, because C_D assigns the whole of ψ_s−V_T to the depletion region. The inversion layer has a finite thickness: part of the potential falls across it, and its charge can rearrange even when its total cannot change.

### The minority-supply conductance

Assume Shockley–Read–Hall generation through a midgap level, with equal electron and hole lifetimes τ_g and steady trap occupancy. The net recombination rate is

U = (np−n_i²)/[τ_g(n+p+2n_i)].

Let φ be the separation of the quasi-Fermi potentials, with the sign for which np = n_i²e^(−φ/V_T). Positive φ means a shortage of electrons. For φ ≪ V_T, the net generation rate is

−U ≈ n_i²φ/[V_Tτ_g(n+p+2n_i)].

Write n = n_ie^y and p = n_ie^(−y), so that n+p = 2n_i cosh y. Multiplication by q, integration over depth and division by φ give

G_gr = [qn_i/(2V_Tτ_g)]∫dx/(1+cosh y).

The integrand is largest where n = p = n_i. If the field there, E_i, changes little over the region that contributes, then dx may be replaced by V_Tdy/E_i. Since 1/(1+cosh y) = ½sech²(y/2), its integral over all y is 2. Hence

G_gr = qn_i/(τ_gE_i).   (15)

The intrinsic plane lies at potential φ_F = V_T ln(N_A/n_i), where (14) gives

E_i ≈ [2qN_A(φ_F−V_T)/ε_s]^(1/2).

Electrons also diffuse from the neutral bulk. At the depletion edge their density change is −n_0φ/V_T. In a thick substrate it decays over L_n = (μ_nV_Tτ_g)^(1/2), where μ_n is the electron mobility. The diffusion current towards the surface, divided by φ, is

G_d = qμ_nn_0/L_n.   (16)

The Einstein relation has replaced the diffusion coefficient by μ_nV_T. This is a constant conductance for ωτ_g ≪ 1. At higher frequency the decay rate 1/τ_g becomes 1/τ_g+jω, which multiplies G_d by (1+jωτ_g)^(1/2) and destroys the single-pole form. The sum G = G_gr+G_d treats the two source regions as separate.

A single relaxation gives G_m/ω and −dC_m/d ln ω peaks of equal height at the same frequency, and the circuit elements that set this height and frequency now have expressions in terms of device parameters. What remains is to evaluate them for an example, compare the result with a transport calculation, and examine parameter extraction and the limits of the model.
